**Numerical test of second quantization on explicit Slater determinants**

The operator $a_p^\dagger$ adds spin orbital $p$ at the front of a determinant, and $a_p$ is its adjoint. The program builds their matrices from explicit antisymmetric tensors for five spin orbitals, a Fock space of dimension 32. It asserts the canonical anticommutation relations and the rules for removing and replacing labels. For random complex one-body operators $f$ and symmetric pair operators $g$, it compares the second-quantized forms with direct action on each particle or pair; the largest deviations are $1.3\times10^{-15}$ and $4.6\times10^{-15}$ in the arbitrary energy unit of the test. It also asserts that products of one-electron replacements add a spurious one-body term, and that exchanging the two annihilators reverses the sign of the interaction. For electrons in a box, three matrix elements are compared with Gauss–Legendre integration of the full determinants, with finite-difference gradients for the kinetic energy. Both routes give 45.84197, 0.90063 and 2.50000 in units of $\hbar^2/(mL^2)$, where $m$ is the electron mass and $L$ the box length.

## Numerical verification

```python
# Result under test: with a+_p |p1...pN> = |p p1...pN> on Slater determinants,
#   {a_p, a+_q} = delta_pq,  {a+_p, a+_q} = 0,
#   sum_i f(i)       = sum_pq <p|f|q> a+_p a_q,
#   sum_{i<j} g(i,j) = 1/2 sum_pqrs <pq|g|rs> a+_p a+_q a_s a_r.
# Symbols: p,q,r,s label orthonormal spin orbitals; a_p is the adjoint of a+_p;
# f is a one-particle operator, g a pair operator symmetric in its particles.
# Determinants are explicit antisymmetric tensors (general tests) or explicit
# functions of position and spin (box example, length L = 1, hbar = m = 1).
import itertools
import math
from functools import lru_cache
import numpy as np

M = 5  # number of spin orbitals in the general tests


def parity(perm):
    inversions = sum(perm[i] > perm[j] for i in range(len(perm))
                     for j in range(i + 1, len(perm)))
    return -1 if inversions % 2 else 1


@lru_cache(maxsize=None)
def slater(labels):
    """Normalized determinant as a tensor with one index per particle."""
    n = len(labels)
    tensor = np.zeros((M,) * n)
    for perm in itertools.permutations(range(n)):
        tensor[tuple(labels[k] for k in perm)] += parity(perm)
    return tensor / math.sqrt(math.factorial(n))


basis = [d for n in range(M + 1) for d in itertools.combinations(range(M), n)]
index = {d: i for i, d in enumerate(basis)}


def components(labels):
    """Overlaps of the determinant of any ordered list with the basis."""
    tensor = slater(labels)
    return np.array([float(np.vdot(slater(d), tensor))
                     if len(d) == len(labels) else 0.0 for d in basis])


identity = np.eye(len(basis))
assert np.allclose(np.column_stack([components(d) for d in basis]), identity)

# Matrices of the creation operators, straight from the definition
create = [np.column_stack([components((p,) + d) for d in basis])
          for p in range(M)]
destroy = [c.T for c in create]

# Action on lists in arbitrary order: consistency, removal and replacement
for labels in itertools.permutations(range(M), 3):
    vec = components(labels)
    for p in range(M):
        assert np.allclose(create[p] @ vec, components((p,) + labels))
        removed = np.zeros(len(basis))
        for k in range(3):
            rest = labels[:k] + labels[k + 1:]
            if labels[k] == p:
                removed += (-1) ** k * components(rest)
            replaced = labels[:k] + (p,) + labels[k + 1:]
            assert np.allclose(create[p] @ (destroy[labels[k]] @ vec),
                               components(replaced))
        assert np.allclose(destroy[p] @ vec, removed)
        for q in range(M):
            out = destroy[labels[2]] @ (destroy[labels[0]] @ vec)
            out = create[p] @ (create[q] @ out)
            assert np.allclose(out, components((p, labels[1], q)))

# Canonical anticommutation relations on the whole Fock space
car_error = 0.0
for p in range(M):
    for q in range(M):
        mixed = destroy[p] @ create[q] + create[q] @ destroy[p]
        same = create[p] @ create[q] + create[q] @ create[p]
        both = destroy[p] @ destroy[q] + destroy[q] @ destroy[p]
        car_error = max(car_error, abs(mixed - (p == q) * identity).max(),
                        abs(same).max(), abs(both).max())
assert car_error < 1e-12


def one_body(f):
    size = range(len(f))
    return sum(f[p, q] * create[p] @ destroy[q] for p in size for q in size)


def two_body(g):
    size = range(len(g))
    total = np.zeros((len(basis), len(basis)), dtype=complex)
    for p, q, r, s in itertools.product(size, repeat=4):
        if g[p, q, r, s] != 0:
            total += 0.5 * g[p, q, r, s] * (
                (create[p] @ create[q]) @ (destroy[s] @ destroy[r]))
    return total


# Random operators applied particle by particle to the explicit tensors
rng = np.random.default_rng(7)
f = rng.normal(size=(M, M)) + 1j * rng.normal(size=(M, M))
g = rng.normal(size=(M,) * 4) + 1j * rng.normal(size=(M,) * 4)
g = g + g.transpose(1, 0, 3, 2)
F_direct = np.zeros((len(basis), len(basis)), dtype=complex)
G_direct = np.zeros_like(F_direct)
for ket in basis:
    n = len(ket)
    tensor = slater(ket)
    f_image = np.zeros((M,) * n, dtype=complex)
    g_image = np.zeros((M,) * n, dtype=complex)
    for i in range(n):
        f_image += np.moveaxis(np.tensordot(f, tensor, axes=(1, i)), 0, i)
        for j in range(i + 1, n):
            pair = np.tensordot(g, tensor, axes=((2, 3), (i, j)))
            g_image += np.moveaxis(pair, (0, 1), (i, j))
    for bra in basis:
        if len(bra) == n:
            F_direct[index[bra], index[ket]] = np.vdot(slater(bra), f_image)
            G_direct[index[bra], index[ket]] = np.vdot(slater(bra), g_image)
F_error = abs(F_direct - one_body(f)).max()
G_error = abs(G_direct - two_body(g)).max()
assert F_error < 1e-10 and G_error < 1e-10

# Products of replacement operators alone contain a spurious one-body term
E = [[create[p] @ destroy[q] for q in range(M)] for p in range(M)]
unordered = np.zeros_like(G_direct)
reversed_order = np.zeros_like(G_direct)
for p, q, r, s in itertools.product(range(M), repeat=4):
    unordered += 0.5 * g[p, q, r, s] * (E[p][r] @ E[q][s])
    reversed_order += 0.5 * g[p, q, r, s] * (
        (create[p] @ create[q]) @ (destroy[r] @ destroy[s]))
spurious = one_body(0.5 * np.einsum('pqqs->ps', g))
assert abs(spurious).max() > 0.1
assert np.allclose(unordered - G_direct, spurious)
assert np.allclose(reversed_order, -G_direct)

# Box example: spin orbital p has level p//2 + 1 and spin p%2 (0 up, 1 down)
slope, V0 = 5.0, 10.0
nodes, weights = np.polynomial.legendre.leggauss(16)
nodes, weights = (nodes + 1) / 2, weights / 2


def orbital(level, x):
    return math.sqrt(2) * np.sin(level * math.pi * x)


phi = np.array([orbital(n, nodes) for n in (1, 2)])
dphi = np.array([math.sqrt(2) * n * math.pi * np.cos(n * math.pi * nodes)
                 for n in (1, 2)])
kinetic = 0.5 * np.einsum('pi,qi,i->pq', dphi, dphi, weights)
position = np.einsum('pi,qi,i->pq', phi, phi, weights * (nodes - 0.5))
cosine = np.einsum('pi,qi,i->pq', phi, phi, weights * np.cos(math.pi * nodes))
sine = np.einsum('pi,qi,i->pq', phi, phi, weights * np.sin(math.pi * nodes))
kernel = V0 * np.cos(math.pi * (nodes[:, None] - nodes[None, :]))
pair_int = np.einsum('pi,qj,ri,sj,i,j,ij->pqrs', phi, phi, phi, phi,
                     weights, weights, kernel, optimize=True)
assert np.allclose(kinetic, np.diag([math.pi**2 / 2, 2 * math.pi**2]))
x12 = -16 / (9 * math.pi**2)
assert np.allclose(position, [[0, x12], [x12, 0]])
assert np.allclose(cosine, [[0, 0.5], [0.5, 0]])
assert np.allclose(sine, np.diag([8 / (3 * math.pi), 32 / (15 * math.pi)]))
assert np.allclose(pair_int, V0 * (np.einsum('pr,qs->pqrs', cosine, cosine)
                                   + np.einsum('pr,qs->pqrs', sine, sine)))

h_box = np.zeros((4, 4))
g_box = np.zeros((4,) * 4)
for p, q in itertools.product(range(4), repeat=2):
    if p % 2 == q % 2:
        h_box[p, q] = (kinetic + slope * position)[p // 2, q // 2]
for p, q, r, s in itertools.product(range(4), repeat=4):
    if p % 2 == r % 2 and q % 2 == s % 2:
        g_box[p, q, r, s] = pair_int[p // 2, q // 2, r // 2, s // 2]
H1, H2 = one_body(h_box), two_body(g_box).real


def wavefunction(labels, coords, spins):
    n = len(labels)
    matrix = np.zeros(coords[0].shape + (n, n))
    for i in range(n):
        for k, p in enumerate(labels):
            if spins[i] == p % 2:
                matrix[..., i, k] = orbital(p // 2 + 1, coords[i])
    return np.linalg.det(matrix) / math.sqrt(math.factorial(n))


def real_space_element(bra, ket, step=1e-4):
    """<bra|H|ket> by integration over all positions and spin sums.
    The kinetic term uses numerical gradients of the whole determinants."""
    n = len(ket)
    coords = np.meshgrid(*([nodes] * n), indexing='ij')
    volume = np.prod(np.meshgrid(*([weights] * n), indexing='ij'), axis=0)
    potential = sum(slope * (x - 0.5) for x in coords)
    for i in range(n):
        for j in range(i + 1, n):
            potential = potential + V0 * np.cos(
                math.pi * (coords[i] - coords[j]))
    total = 0.0
    for spins in itertools.product((0, 1), repeat=n):
        total += np.sum(volume * potential * wavefunction(bra, coords, spins)
                        * wavefunction(ket, coords, spins))
        for i in range(n):
            plus, minus = list(coords), list(coords)
            plus[i], minus[i] = coords[i] + step, coords[i] - step
            grad = [(wavefunction(d, plus, spins)
                     - wavefunction(d, minus, spins)) / (2 * step)
                    for d in (bra, ket)]
            total += 0.5 * np.sum(volume * grad[0] * grad[1])
    return total


cases = [((0, 1, 2), (0, 1, 2)), ((0, 2, 3), (0, 1, 2)), ((2, 3), (0, 1))]
results = []
for bra, ket in cases:
    one = H1[index[bra], index[ket]]
    two = H2[index[bra], index[ket]]
    direct = real_space_element(bra, ket)
    # central-difference gradients carry an error of a few 1e-6
    assert abs(one + two - direct) < 2e-5
    results.append((bra, ket, one, two, direct))

J11, J12 = pair_int[0, 0, 0, 0], pair_int[0, 1, 0, 1]
K12 = pair_int[0, 1, 1, 0]
energy = 2 * kinetic[0, 0] + kinetic[1, 1] + J11 + 2 * J12 - K12
assert abs(energy - results[0][2] - results[0][3]) < 1e-10
order_sign = (create[3] @ destroy[1])[index[(0, 2, 3)], index[(0, 1, 2)]]
assert abs(order_sign + 1) < 1e-12
assert abs(results[1][2] + results[1][3] + slope * x12) < 1e-10
assert abs(results[2][2] + results[2][3] - V0 * cosine[0, 1]**2) < 1e-10


def show(label, value, unit):
    print(f"{label} = {round(float(value), 5) + 0.0:.5f} {unit}")


print("General test: spin orbitals =", M, "; Fock dimension =", len(basis))
print(f"Largest anticommutator error = {car_error:.1e} (dimensionless)")
print(f"Largest one-body error = {F_error:.1e} (arbitrary energy unit)")
print(f"Largest two-body error = {G_error:.1e} (arbitrary energy unit)")
print("Box example: energy unit e0 = hbar^2/(m L^2), length unit L")
print("Spin orbitals: 1 = 1 up, 2 = 1 down, 3 = 2 up, 4 = 2 down")
show("Potential slope w", slope, "e0")
show("Interaction strength V0", V0, "e0")
show("Level energy eps_1", kinetic[0, 0], "e0")
show("Level energy eps_2", kinetic[1, 1], "e0")
show("Position element <1|x-1/2|2>", position[0, 1], "L")
show("Cosine element C_12", cosine[0, 1], "(dimensionless)")
show("Sine element S_11", sine[0, 0], "(dimensionless)")
show("Sine element S_22", sine[1, 1], "(dimensionless)")
show("Direct integral J_11", J11, "e0")
show("Direct integral J_12", J12, "e0")
show("Exchange integral K_12", K12, "e0")
show("Sign <134|a+_4 a_2|123>", order_sign, "(dimensionless)")
for bra, ket, one, two, direct in results:
    name = ("<" + "".join(str(p + 1) for p in bra) + "|H|"
            + "".join(str(p + 1) for p in ket) + ">")
    show(name + " one-body part", one, "e0")
    show(name + " two-body part", two, "e0")
    show(name + " second-quantized total", one + two, "e0")
    show(name + " direct integration", direct, "e0")
print("PASS")
```

Running it gives:

```
General test: spin orbitals = 5 ; Fock dimension = 32
Largest anticommutator error = 8.9e-16 (dimensionless)
Largest one-body error = 1.3e-15 (arbitrary energy unit)
Largest two-body error = 4.6e-15 (arbitrary energy unit)
Box example: energy unit e0 = hbar^2/(m L^2), length unit L
Spin orbitals: 1 = 1 up, 2 = 1 down, 3 = 2 up, 4 = 2 down
Potential slope w = 5.00000 e0
Interaction strength V0 = 10.00000 e0
Level energy eps_1 = 4.93480 e0
Level energy eps_2 = 19.73921 e0
Position element <1|x-1/2|2> = -0.18013 L
Cosine element C_12 = 0.50000 (dimensionless)
Sine element S_11 = 0.84883 (dimensionless)
Sine element S_22 = 0.67906 (dimensionless)
Direct integral J_11 = 7.20506 e0
Direct integral J_12 = 5.76405 e0
Exchange integral K_12 = 2.50000 e0
Sign <134|a+_4 a_2|123> = -1.00000 (dimensionless)
<123|H|123> one-body part = 29.60881 e0
<123|H|123> two-body part = 16.23316 e0
<123|H|123> second-quantized total = 45.84197 e0
<123|H|123> direct integration = 45.84197 e0
<134|H|123> one-body part = 0.90063 e0
<134|H|123> two-body part = 0.00000 e0
<134|H|123> second-quantized total = 0.90063 e0
<134|H|123> direct integration = 0.90063 e0
<34|H|12> one-body part = 0.00000 e0
<34|H|12> two-body part = 2.50000 e0
<34|H|12> second-quantized total = 2.50000 e0
<34|H|12> direct integration = 2.50000 e0
PASS
```
